# Locating the reactive window of the Ziff-Gulari-Barshad model

A square lattice of $32\times32$ adsorption sites, initially empty, is exposed to a mixture of carbon monoxide and oxygen. When 36% of the arriving molecules are CO, a simulation finds every site covered by an oxygen atom after 374 time units, and the reaction has stopped. When 41% are CO, 20% of the sites are still empty after 747 time units, and CO$_2$ is still being formed. Why does a small change of gas composition switch the surface off, and how can the switching point be located, together with the one at higher CO fraction where CO covers everything?

## The model and its dead ends

The Ziff-Gulari-Barshad model has one parameter, the fraction $y$ of arriving molecules that are CO. The lattice has $N=L^2$ sites and periodic edges. One trial consists of the following.

- A site is chosen at random. With probability $y$ the molecule is CO, and it adsorbs if the site is empty.
- Otherwise the molecule is O$_2$. One of the four neighbours is chosen at random, and if both sites are empty the molecule adsorbs as two O atoms.
- Each newly adsorbed particle looks for neighbours of the other species. If there are any, it reacts with one of them, chosen at random, and both leave as CO$_2$.

Reaction is instantaneous, and nothing diffuses or desorbs. One time unit is $N$ trials, so each site is hit once per unit on average.

Starting from an empty lattice, CO and O are never neighbours after a completed trial: a particle that lands beside the other species reacts and leaves, and one that stays had no such neighbour. Removing particles creates no new contacts. A full lattice must therefore hold a single species, because a full mixed lattice would contain a CO-O contact somewhere. A lattice with a vacancy can still change, since a CO molecule arriving there either sticks or removes an O. For $0<y<1$ there are thus two absorbing states, all O and all CO.

This exposes the first fault of the naive scheme, which is to run the trials at many values of $y$ and note where the surface dies. From any live state, an unbroken run of CO arrivals at vacancies removes all the O atoms and fills the lattice with CO. Such a run needs finitely many steps and has positive probability, so every finite lattice is poisoned eventually, at every $y$. The window is a property of the limit of large lattices, in which the lifetime of the reactive state grows without bound.

The $3\times3$ lattice shows how badly a small system misleads. It has 1275 states reachable from the empty one, few enough for all transition probabilities $P_{ij}$ to be listed. The probability $h_i$ of ending in all CO and the mean number of trials $m_i$ before poisoning obey

$$h_i=\sum_j P_{ij}h_j,\qquad m_i=1+\sum_j P_{ij}m_j ,$$

with $h=1$ for all CO, $h=0$ for all O, and $m=0$ for both. At $y=0.45$, well inside the window, the solution for an empty start is a mean life of $m/N=23.8$ time units, with a probability of 0.17 of ending in CO and 0.83 in O.

The second fault is dependence on history. At $y=0.50$ an initially empty $48\times48$ lattice remained reactive for the 300 time units simulated, whereas a lattice that starts full of CO stays full for ever. Near the upper edge, a sweep of $y$ therefore reports the starting state and the waiting time as well as the transition.

The third fault is waste, and it is the easiest to cure.

## Skipping the trials that do nothing

If $n$ sites are empty, a trial picks an empty one with probability $p=n/N$. The number $k$ of trials up to and including the first such pick has mean

$$\langle k\rangle=\sum_{k\ge1}k(1-p)^{k-1}p=\frac1p=\frac Nn ,$$

because $\sum_k kq^{k-1}=1/(1-q)^2$ with $q=1-p$. In time units this is $(N/n)/N=1/n$. The program therefore keeps a list of empty sites, draws one uniformly, and advances time by $1/n$. An O$_2$ molecule whose second site is occupied still counts as a draw and still costs $1/n$. A second array stores the position of each site in the list, so that a site is deleted by moving the last entry into its place, at a cost independent of $N$.

The sequence of states keeps its probabilities, and mean times are preserved. The spread of the times is not, because a random wait has been replaced by its mean. For the $3\times3$ lattice, 5000 runs of this scheme give a CO-poisoning probability of $0.173\pm0.005$ and a mean life of $23.9\pm0.3$, in agreement with the linear equations, which include the idle trials.

## What a steady state must satisfy

Let $\theta_E$, $\theta_{CO}$ and $\theta_O$ be the fractions of empty, CO and O sites, and let $P_{EE}$ be the probability that a random site and a random neighbour are both empty. Per site and time unit, CO adsorbs at the rate $y\theta_E$ and O$_2$ at the rate $(1-y)P_{EE}$. A reaction removes one CO and one O, so it leaves $D=N_{CO}-N_O$ unchanged. Counting molecules that react on arrival as adsorbed first, each CO raises $D$ by 1 and each O$_2$ lowers it by 2:

$$\frac1N\frac{dD}{dt}=y\theta_E-2(1-y)P_{EE}.$$

In a steady state the left side vanishes. Every adsorbed CO must then leave by reaction, on average, so the CO$_2$ rate $R$ per site is

$$R=y\theta_E=2(1-y)P_{EE}.$$

Dividing by $2(1-y)\theta_E$ gives the probability $f$ that a given neighbour of a vacancy is also vacant:

$$f\equiv\frac{P_{EE}}{\theta_E}=\frac{y}{2(1-y)} .$$

Since $f\le1$, we need $y\le2-2y$, or $y\le2/3$. Above that fraction oxygen cannot keep up with CO in any arrangement. This is a bound on the upper edge, not an estimate of it.

At $y=0.50$, averages over 240 time units on the $48\times48$ lattice, after 60 units of settling, are $\theta_E=0.403$, $\theta_{CO}=0.019$, $\theta_O=0.578$ and $P_{EE}=0.200$. The two expressions for $R$ give $0.5\times0.403=0.202$ and $2\times0.5\times0.200=0.200$, and counting the CO$_2$ molecules gives 0.202.

The mean-field approximation ignores correlations and sets $P_{EE}=\theta_E^2$. Then $f=\theta_E$, and the balance predicts $\theta_E=0.5$, too large by about a quarter of the simulated value. The balance fixes $f$, not $\theta_E$. Vacancies are clustered, with $P_{EE}=0.200$ against $\theta_E^2=0.163$, so the required $f$ is reached with fewer of them.

## Why oxygen wins at low CO fraction

Consider one vacancy in a lattice otherwise full of O. Oxygen cannot use it, because O$_2$ needs two sites. A CO molecule can: it lands, reacts with a neighbouring O, and leaves two adjacent vacancies. Two things can now happen to this pair.

- O$_2$ fills it. Either site may be picked first, and the other is then chosen with probability $1/4$, so the rate is $2(1-y)/4=(1-y)/2$.
- CO lands on either site, at total rate $2y$, and removes another O, leaving three vacancies.

The pair is filled before it grows with probability

$$\frac{(1-y)/2}{(1-y)/2+2y}=\frac{1-y}{1+3y}.$$

As $y\to0$ this tends to 1: each vacancy is opened once by CO and then closed by oxygen, and the surface dies. At $y=0.39$ it is $0.61/2.17=0.28$, so most pairs grow at least once. Whether the growing clusters survive depends on their later shapes, which this estimate does not follow. It does show the competition behind the opening numbers: CO multiplies vacancies in an oxygen layer, and O$_2$ removes them in pairs.

At exactly $y=0$ the case is different. Isolated vacancies can never be filled, and the lattice jams short of full coverage.

## Exchanging the control and the reading

Close to either edge, a run at fixed $y$ can be lost to poisoning. The remedy is to hold a coverage fixed and to measure $y$. To hold the number of O atoms at a target $M$, the next molecule is CO if $N_O>M$ and O$_2$ otherwise. To hold the number of CO molecules at $M$, it is CO if $N_{CO}<M$ and O$_2$ otherwise. If $T_C$ is the time spent on CO trials and $T_O$ the time spent on O$_2$ trials, the reading is

$$y=\frac{T_C}{T_C+T_O}.$$

This agrees with the earlier meaning of $y$ for the following reason. Over a long run $D$ stays between $-N$ and $N$, so the number of adsorbed CO equals twice the number of adsorbed O$_2$, up to a bounded difference. These numbers are $N\theta_ET_C$ and $NP_{EE}T_O$, with $\theta_E$ averaged over the CO periods and $P_{EE}$ over the O$_2$ periods. Hence

$$\frac{T_C}{T_O}=\frac{2P_{EE}}{\theta_E},$$

which is the balance $y/(1-y)=2P_{EE}/\theta_E$ of the fixed-$y$ run, provided that the averages in the two kinds of period coincide with the ordinary ones. On a large lattice this is plausible, since the control shifts the count by only one or two particles. It is an argument, not a proof. Holding $\theta_O$ at the value 0.578 found above gives back $y=0.497\pm0.001$ instead of 0.500. The quoted error leaves out the sampling error of the value 0.578 itself, so the difference is not clear evidence of a bias. I take 0.003 as an allowance for a systematic uncertainty of the method.

The control also prevents poisoning. A CO trial occurs only when $N_O>M$ and removes at most one O, while an O$_2$ trial adds at most two. Starting at $M$, the count stays between $M$ and $M+2$, so for $1\le M\le N-3$ neither full state can be reached. When CO is held, its count stays between $M-2$ and $M$, which excludes both full states for $3\le M<N$.

One hazard remains. If O$_2$ is called for and no two vacancies are adjacent, the run stalls. The runs near the oxygen edge therefore start with vacancies placed in pairs.

## The lower edge

Let $\rho=1-\theta_O$ be the fraction of sites not covered by oxygen. If the lower transition is continuous, $\rho$ falls to zero at $y_1$ as a power,

$$\rho\propto(y-y_1)^\beta\quad\Longrightarrow\quad y=y_1+a\,\rho^{1/\beta}.$$

I assume the exponent of directed percolation in two space dimensions, $\beta=0.583$. This is the class expected for a continuous transition into a single absorbing state without further symmetry; here the all-O state is the one approached. Then $1/\beta=1.715$.

Three runs with $L=64$ and 350,000 draws each, the first 30% discarded, give the values below. The errors come from the scatter of seven consecutive blocks.

| $\rho$ | $\rho^{1.715}$ | measured $y$ |
|---|---|---|
| 0.08 | 0.0131 | $0.398\pm0.002$ |
| 0.14 | 0.0343 | $0.413\pm0.002$ |
| 0.20 | 0.0633 | $0.429\pm0.001$ |

A least-squares line of $y$ against $\rho^{1.715}$ has slope $a=0.61$ and intercept

$$y_1=0.391 .$$

The block errors carry through to about 0.002 in the intercept. Replacing the power 1.715 by 1.5 or 2.0 moves the intercept to 0.388 or 0.394, so the assumed exponent matters as much as the sampling. With the systematic uncertainty of the method, $y_1$ is known here to about 0.005. The value is probably on the high side: the three points lie well away from the edge, where the pure power law need not yet hold, and published large-lattice simulations place the edge near 0.387. At $\rho=0.14$ a lattice with $L=40$ gives a $y$ lower by 0.001, within the noise.

The runs in the opening lie on either side of this value. The 20% of empty sites seen at $y=0.41$ exceeds the fitted line, which gives $\rho\approx0.13$ there. It is a single instant on a small lattice, and an unusually high one, so it should not be read as the mean at this $y$.

## The upper edge

Near the upper edge the difficulty is history, and the remedy is to supply both phases from the start. A slab of CO is placed beside a reactive region. CO inside the slab is inert, so only the boundaries move: oxygen eats into the slab, and CO settling at its edge extends it. At the coexistence value $y_2$ the two effects cancel.

If the total CO coverage is now held fixed, the slab can neither grow nor shrink for long, and the measured $y$ must settle at $y_2$. A higher held coverage means a wider slab beside the same reactive phase, so $y$ should not depend on it. Such a plateau is the mark of a first-order transition. At the lower edge, by contrast, $y$ varied with the held coverage.

Each run started with a slab beside an empty region and spent 40 time units at $y=0.52$, after which the CO count reached was held. For $L=64$ the results are

$$\theta_{CO}=0.42:\ y=0.5244\pm0.0008,\qquad \theta_{CO}=0.57:\ y=0.5243\pm0.0015 .$$

Their mean is $y_2=0.524$. A lattice with $L=40$ gives $0.527\pm0.002$; the shift of 0.002 is comparable with the combined error. Allowing 0.003 for the method, the window runs from about 0.39 to about 0.524, with a width of 0.13.

Runs at fixed $y$ with $L=40$, starting from half CO and half empty, agree with this. At $y=0.505$ the CO coverage fell from 0.50 to 0.22 in 50 time units, and at $y=0.545$ it rose to 0.83 in 40. The start was the same, so the gas composition decided the direction. These changes are not pure boundary speeds. They include the filling of the empty half, and at $y=0.545$ an initially empty lattice also fills with CO, without any slab.

## From trials to pressures

The parameter $y$ is a fraction of impacts, not of pressure. For a gas of pressure $p$, molecular mass $m$ and temperature $T$, the number density is $p/kT$, and the flux onto a wall is

$$F=\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}},$$

since the integral of $ve^{-mv^2/2kT}$ is $kT/m$. With $y/(1-y)=F_{CO}/F_{O_2}$,

$$\frac{p_{CO}}{p_{O_2}}=\frac{y}{1-y}\sqrt{\frac{m_{CO}}{m_{O_2}}}=0.936\,\frac{y}{1-y}.$$

At $y_1$ the ratio is $0.936\times0.642=0.60$, a CO pressure fraction of $0.60/1.60=0.375$. At $y_2$ the same steps give 0.508.

Take rough values for a platinum-like square surface: site spacing 0.277 nm, total pressure $10^{-6}$ Torr, gas at 300 K and surface at 400 K. The site density is $1.30\times10^{15}$ cm$^{-2}$ and the total flux at $y=0.50$ is $3.7\times10^{14}$ cm$^{-2}$ s$^{-1}$, so one time unit lasts 3.5 s. The turnover frequency is $0.202/3.52=0.057$ s$^{-1}$ per site.

How far is this from real platinum? The pressure is that of a vacuum experiment, about nine orders of magnitude below atmospheric. With a prefactor of $10^{13}$ s$^{-1}$ and rough barriers of 1.4 eV for CO desorption, 0.5 eV for a CO hop and 1.0 eV for reaction, the Arrhenius rates at 400 K give, per time unit, $8\times10^{-5}$ desorptions per CO molecule, $2\times10^7$ hops and 9 reactions per CO-O pair. With the desorption barrier of 1.4 eV, neglecting desorption is reasonable at 400 K but not at 500 K, where the number is 0.27 and a CO layer reopens within a few time units. In a dense CO layer, repulsion between the molecules lowers the barrier; at 1.1 eV the number would be about 0.5 already at 400 K, so the neglect is doubtful for the CO-poisoned surface. Neglecting hops is not justified at all, and the resulting shift of the window has not been computed. Sticking matters as well: if O$_2$ sticks on vacant pairs with probability 0.3 and CO sticks fully, the O$_2$ flux counts only 0.3 times, and the pressure window moves to 0.15-0.24. Finally, oxygen on real platinum saturates below a full layer and still lets CO adsorb, so the lower edge should not be expected there. CO poisoning does have a real counterpart, but the value 0.524 belongs to the model.
